# Coupled-oscillator dispersion energy as an RPA logarithm, by contour integration

**Q:** The energy of coupled oscillators is a sum over finitely many frequencies. The RPA correlation energy is an integral over all imaginary frequencies. I am told that in the dipole model they are the same number. What precisely is claimed, and about which system?

**A:** The system is $N$ isotropic three-dimensional harmonic oscillators at fixed sites, one per atom. Oscillator $i$ has frequency $\omega_i>0$ and static polarizability $\alpha_i>0$. I use atomic units, with energies in hartree (Eh) and lengths in bohr ($a_0$). The $3N$ Cartesian modes carry indices $p,q$, and each inherits the $\omega$ and $\alpha$ of its site. With mass-weighted displacements $\xi_p$ and momenta $\pi_p$,

$$H=\tfrac12\sum_p(\pi_p^2+\omega_p^2\xi_p^2)+V,\qquad V=\tfrac12\sum_{pq}\mu_pT_{pq}\mu_q,\qquad \mu_p=\omega_p\sqrt{\alpha_p}\,\xi_p .$$

The factor in $\mu_p$ gives the right polarizability: a static field $F$ adds $-\mu_pF$, the minimum moves to $\xi_p=\sqrt{\alpha_p}F/\omega_p$, and so $\mu_p=\alpha_pF$. The coupling between sites at separation $\mathbf r=r\mathbf n$ is

$$T_{ij}=\frac{1-3\,\mathbf n\mathbf n^{\mathsf T}}{r^3}\quad(i\ne j),\qquad T_{ii}=0,$$

so that $\boldsymbol\mu_i\cdot T_{ij}\boldsymbol\mu_j$ is the energy of two point dipoles. The claim is

$$E\equiv\tfrac12\sum_p\Omega_p-\tfrac12\sum_p\omega_p=\frac1{2\pi}\int_0^\infty du\,\mathrm{Tr}\ln[1+\alpha(iu)T],\qquad(1)$$

where $\Omega_p$ are the coupled frequencies and $\alpha(iu)$ is the diagonal matrix with entries $\alpha_p\omega_p^2/(\omega_p^2+u^2)$. If $T$ is defined with the opposite sign, the plus sign becomes a minus.

**Q:** Coupled frequencies need not be real. What if the coupling is strong?

**A:** Then the claim can fail, so a condition is needed. Let $W=\mathrm{diag}(\omega_p)$ and $D=\mathrm{diag}(\omega_p\sqrt{\alpha_p})$. The potential energy is $\frac12\xi^{\mathsf T}C\xi$ with

$$C=W^2+DTD=W(1+S)W,\qquad S_{pq}=\sqrt{\alpha_p}\,T_{pq}\sqrt{\alpha_q}.$$

An orthogonal rotation to the eigenvectors of $C$ leaves the kinetic energy unchanged and separates $H$ into independent oscillators with $\Omega_p^2$ equal to the eigenvalues of $C$. If all are positive, the ground-state energy is $\frac12\sum_p\Omega_p$. Since $W$ is invertible, $C$ is positive definite exactly when $1+S$ is. That is the condition I assume. It involves the static polarizabilities and the geometry, but not the frequencies $\omega_p$.

**Q:** The matrix $\alpha(iu)T$ is not symmetric. Why should its logarithm be real, or even well defined?

**A:** Write $a=\alpha(iu)$. It is diagonal and positive, so

$$1+aT=a^{1/2}\,(1+a^{1/2}Ta^{1/2})\,a^{-1/2}.$$

The bracket is symmetric and has the same eigenvalues as $1+aT$. It is also positive definite, because $\sqrt{\omega_p^2+u^2}\,\sqrt{a_p}=\omega_p\sqrt{\alpha_p}$ gives

$$C+u^2=(W^2+u^2)^{1/2}\,(1+a^{1/2}Ta^{1/2})\,(W^2+u^2)^{1/2},$$

and the left side is positive. So $\mathrm{Tr}\ln(1+aT)$ is the sum of real logarithms of positive eigenvalues, which equals $\ln\det(1+aT)$.

**Q:** So far the frequencies $\Omega_p$ have not appeared on the right of (1). How do they get there?

**A:** Through the determinant, continued to complex frequency. Let $\alpha(z)$ have entries $\alpha_p\omega_p^2/(\omega_p^2-z^2)$, which reduces to the earlier expression at $z=iu$. Away from the poles,

$$\det(C-z^2)=\det(W^2-z^2)\,\det[1+(W^2-z^2)^{-1}DTD].$$

The identity $\det(1+XY)=\det(1+YX)$ lets me move the last $D$ to the front. Then $D(W^2-z^2)^{-1}D=\alpha(z)$, and

$$f(z)\equiv\det[1+\alpha(z)T]=\frac{\det(C-z^2)}{\det(W^2-z^2)}=\prod_p\frac{\Omega_p^2-z^2}{\omega_p^2-z^2}.\qquad(2)$$

The zeros of $f$ are the coupled frequencies $\pm\Omega_p$, and the poles are the uncoupled ones $\pm\omega_p$.

**Q:** And if some $\Omega_p$ coincides with some $\omega_q$? The zero and the pole disappear.

**A:** Their contributions $+\Omega_p$ and $-\omega_q$ to the sum of differences disappear as well, so nothing is lost. Repeated frequencies are counted with their multiplicity.

**Q:** Then how do you extract a sum of frequencies from $f$?

**A:** Near a zero of order $m$ at $z_0$, $f'/f\simeq m/(z-z_0)$. Near a pole of order $m$ the sign is reversed. Multiplication by $z$ turns the residue into $+mz_0$ or $-mz_0$. I take a contour that encloses the positive frequencies alone: up the arc $|z|=R$ from $-iR$ to $+iR$ through the right half-plane, then down the imaginary axis. It is counterclockwise. With $R$ larger than every frequency, the residue theorem gives

$$\frac1{2\pi i}\oint z\,\frac{f'(z)}{f(z)}\,dz=\sum_p\Omega_p-\sum_p\omega_p=2E.\qquad(3)$$

No zero or pole lies on the axis, because all $\Omega_p$ and $\omega_p$ are positive.

**Q:** You want the axis part alone. Show that the arc vanishes; the factor $z$ makes me suspicious.

**A:** For large $|z|$, $\alpha(z)=-D^2/z^2+O(z^{-4})$, and the logarithm can be expanded:

$$\ln f=\mathrm{Tr}[\alpha(z)T]-\tfrac12\mathrm{Tr}[\alpha(z)T\alpha(z)T]+\dots$$

The first trace is $\sum_p\alpha_p(z)T_{pp}=0$. With $K=\mathrm{Tr}(D^2TD^2T)$ the leading behaviour is therefore

$$\ln f\simeq-\frac{K}{2z^4},\qquad z\frac{f'}{f}\simeq\frac{2K}{z^4}.$$

The arc contributes

$$\frac1{2\pi i}\int_{-iR}^{iR}\frac{2K}{z^4}\,dz=-\frac{K}{3\pi i}\left[\frac1{z^3}\right]_{-iR}^{iR}=-\frac{K}{3\pi i}\,\frac{2i}{R^3}=-\frac{2K}{3\pi R^3},\qquad(4)$$

where $1/i^3=i$ and $1/(-i)^3=-i$ were used. It vanishes as $R^{-3}$, in spite of the factor $z$.

**Q:** The axis part still contains $f'/f$ rather than a logarithm, and it covers both signs of $u$. Where does $1/2\pi$ come from?

**A:** Put $z=iu$, with $u$ running from $R$ down to $-R$, and let $g(u)=\ln f(iu)$. This is the real function discussed above, so no choice of branch arises. Since $(f'/f)\,dz=dg$,

$$\frac1{2\pi i}\int_R^{-R}iu\,\frac{dg}{du}\,du=-\frac1{2\pi}\int_{-R}^{R}u\,\frac{dg}{du}\,du=-\frac1{2\pi}\bigl[u\,g\bigr]_{-R}^{R}+\frac1{2\pi}\int_{-R}^{R}g\,du.$$

By (2), $g$ is even, so the boundary bracket is $2Rg(R)$. It vanishes as $R^{-3}$, because $g$ falls as $u^{-4}$. Evenness also doubles the integral over positive $u$. In the limit, (3) becomes

$$2E=\frac1\pi\int_0^\infty g(u)\,du .$$

Division by two gives (1). The factor 2 from the two halves of the axis cancels the $\frac12$ in the zero-point energy, so the $1/2\pi$ in (1) is the one from the residue theorem.

**Q:** That proves an identity about oscillators. Why call the right side an RPA correlation energy? RPA is an approximation.

**A:** For electrons it is. There the RPA correlation energy is

$$E_c^{\rm RPA}=\frac1{2\pi}\int_0^\infty du\,\mathrm{Tr}[\ln(1-\chi_0v)+\chi_0v],$$

with $\chi_0$ the response without interaction and $v$ the Coulomb interaction. The dipole model replaces $v$ by $T$ and $\chi_0$ by $-\alpha(iu)$. The minus sign arises because a field enters the energy as $-\mu F$. This gives

$$E_c^{\rm RPA}=\frac1{2\pi}\int_0^\infty du\,\mathrm{Tr}\{\ln[1+\alpha(iu)T]-\alpha(iu)T\},\qquad(5)$$

and the last trace vanishes because $T$ has no diagonal.

**Q:** That is substitution into a formula. Does the physical content of RPA, a response built by screening alone, really hold for the oscillators?

**A:** It holds without approximation. Scale the coupling to $\lambda V$, $0\le\lambda\le1$. The Hamiltonian is quadratic, so the expectation values obey the classical linear equations of motion. At imaginary frequency these read

$$(\omega_p^2+u^2)\,\xi_p=\omega_p\sqrt{\alpha_p}\Bigl(F_p-\lambda\sum_qT_{pq}\mu_q\Bigr).$$

Multiply by $\omega_p\sqrt{\alpha_p}/(\omega_p^2+u^2)$ and write $a=\alpha(iu)$ again:

$$\mu=a(F-\lambda T\mu)\quad\Rightarrow\quad\mu=a_\lambda F,\qquad a_\lambda=(1+\lambda aT)^{-1}a .$$

Each dipole responds with its uncoupled polarizability to the applied field plus the field of the others. That is the RPA equation, with no further kernel.

**Q:** A response is not yet an energy.

**A:** Fluctuations connect the two. With $C_\lambda=W^2+\lambda DTD$, the same equations of motion give $a_\lambda=D(C_\lambda+u^2)^{-1}D$. For every eigenvalue $\Omega^2$ of $C_\lambda$, $\int_0^\infty du/(\Omega^2+u^2)=\pi/2\Omega$, so

$$\frac1\pi\int_0^\infty a_\lambda\,du=\tfrac12DC_\lambda^{-1/2}D=\langle\mu\mu^{\mathsf T}\rangle_\lambda .$$

The last equality holds because a normal coordinate of frequency $\Omega$ has ground-state variance $1/2\Omega$. The Hellmann–Feynman theorem then gives

$$\frac{dE_\lambda}{d\lambda}=\langle V\rangle_\lambda=\tfrac12\mathrm{Tr}(T\langle\mu\mu^{\mathsf T}\rangle_\lambda)=\frac1{2\pi}\int_0^\infty du\,\mathrm{Tr}[(1+\lambda aT)^{-1}aT].$$

The integrand is $\frac{d}{d\lambda}\mathrm{Tr}\ln(1+\lambda aT)$. Integration from $\lambda=0$ to 1 gives (1) again, now as an adiabatic-connection energy. The system stays stable along this path, since $1+\lambda S=(1-\lambda)+\lambda(1+S)$ is positive.

**Q:** You have used $T_{pp}=0$ repeatedly. Suppose $T$ has a diagonal. Which statement breaks?

**A:** The logarithm still gives the full energy shift. Now $\ln f\simeq-\sum_pT_{pp}\alpha_p\omega_p^2/z^2$, so the arc and the boundary term fall at least as fast as $1/R$, which is still enough. But in general the shift now has a first-order part. The uncoupled ground state has $\langle\mu_p^2\rangle=\alpha_p\omega_p/2$, hence a first-order energy $\frac14\sum_pT_{pp}\alpha_p\omega_p$. This is the integral of the trace subtracted in (5). Only the trace of each on-site block $T_{ii}$ enters these two sums, because the oscillators are isotropic. A direct sum of bare dipole tensors over periodic images gives traceless blocks, so in that case both sums still vanish.

**Q:** Give me numbers, with unequal oscillators so that no symmetry helps you.

**A:** Take three model oscillators in a plane:

| site | $\alpha$ ($a_0^3$) | $\omega$ (Eh) | $(x,y)$ ($a_0$) |
|---|---|---|---|
| 1 | 8 | 0.7 | (0, 0) |
| 2 | 10 | 0.6 | (6, 0) |
| 3 | 12 | 0.5 | (2, 5) |

The uncoupled sum is $3(0.7+0.6+0.5)=5.4$ Eh. Numerical diagonalization of the $9\times9$ matrix $C$ gives $\sum\Omega_p=5.3935324$ Eh. Therefore

$$E=\tfrac12(5.3935324-5.4)=-0.0032338\ \text{Eh}=-88.00\ \text{meV}.$$

For the other side of (1), $\ln\det[1+\alpha(iu)T]$ is $-0.04384$ at $u=0$, $-0.01479$ at 0.5 Eh, $-0.00299$ at 1 Eh and $-0.00029$ at 2 Eh. Gauss–Legendre quadrature after the map $u=0.6(1+x)/(1-x)$, with 120 nodes, gives $-0.0032338$ Eh. Six nodes already come within $8\times10^{-9}$ Eh of the normal-mode energy.

**Q:** All those logarithms are negative. Is that an accident of your triangle?

**A:** No. The eigenvalues $x_k$ of $a^{1/2}Ta^{1/2}$ sum to zero, and $\ln(1+x)\le x$. So $\sum_k\ln(1+x_k)\le0$, with equality when all $x_k$ vanish. In this model, with $T_{pp}=0$, coupling lowers the energy whatever the geometry, within the stable range.

**Q:** And the contour? Show me the two parts before the limit.

**A:** Numerical integration of $z f'/f$ along each part gives, in Eh:

| $R$ | axis | arc | sum |
|---|---|---|---|
| 2 | $-0.0062128$ | $-0.0002547$ | $-0.0064676$ |
| 4 | $-0.0064317$ | $-0.0000359$ | $-0.0064676$ |

The sum is $2E$ at either radius, as (3) requires. The arc shrinks by a factor of about 7.1, not yet the asymptotic 8. At $R=20$ Eh the arc is $-2.991\times10^{-7}$ Eh, while (4) gives $-2.996\times10^{-7}$ Eh.

**Q:** What of the diagonal case? I would like to see the first-order term matter.

**A:** Keep the three out-of-plane modes, which the planar geometry decouples from the rest, and add $T_{pp}=0.01\,a_0^{-3}$. The first-order energy is

$$\tfrac14(0.01)(8\times0.7+10\times0.6+12\times0.5)=0.0440\ \text{Eh}.$$

Diagonalization of this three-mode Hamiltonian in number states with up to 12 quanta gives a full shift of $0.04248$ Eh. The difference, $-0.00152$ Eh, is the value of (5). Not all of it couples different sites. The diagonal alone changes each frequency to $\omega_p\sqrt{1+\alpha_pT_{pp}}$, which accounts for $-0.00105$ Eh beyond first order, and the remaining $-0.00046$ Eh comes from the coupling between the oscillators. Here even the sign of the unsubtracted logarithm would mislead.

**Q:** I know dispersion as $-C_6/r^6$. Where is it in your logarithm?

**A:** In the second order of the expansion in $T$, which converges when every eigenvalue of $a^{1/2}Ta^{1/2}$ is below 1 in magnitude. The first order vanishes. The second is

$$E^{(2)}=-\frac1{4\pi}\int_0^\infty du\,\mathrm{Tr}(aTaT).$$

Each pair appears twice in the trace. The eigenvalues of $r^3T_{ij}$ are $1,1,-2$, so $\mathrm{Tr}\,T_{ij}^2=6/r^6$. Hence

$$E^{(2)}=-\sum_{i<j}\frac{C_6^{ij}}{r_{ij}^6},\qquad C_6^{ij}=\frac3\pi\int_0^\infty\alpha_i(iu)\,\alpha_j(iu)\,du .$$

For $\omega_i\ne\omega_j$, partial fractions give

$$\int_0^\infty\frac{du}{(\omega_i^2+u^2)(\omega_j^2+u^2)}=\frac{\pi}{2}\,\frac{1/\omega_i-1/\omega_j}{\omega_j^2-\omega_i^2}=\frac{\pi}{2\omega_i\omega_j(\omega_i+\omega_j)},$$

and continuity covers equal frequencies. This yields the London formula

$$C_6^{ij}=\frac32\,\frac{\alpha_i\alpha_j\,\omega_i\omega_j}{\omega_i+\omega_j}.$$

The triangle has $r_{12}^2=36$, $r_{13}^2=29$ and $r_{23}^2=41$ in $a_0^2$, and $C_6=38.77$, $42.00$ and $49.09$ Eh $a_0^6$ in the same order. So

$$E^{(2)}=-\frac{38.77}{36^3}-\frac{42.00}{29^3}-\frac{49.09}{41^3}=-0.003265\ \text{Eh}.$$

**Q:** That is slightly too much binding. Is the rest the three-body effect?

**A:** Not by itself. The rest, $E-E^{(2)}=3.15\times10^{-5}$ Eh, is a three-body repulsion of $4.04\times10^{-5}$ Eh offset by $-0.89\times10^{-5}$ Eh of higher-order pair attraction. The third order is $\frac1{6\pi}\int\mathrm{Tr}(aT)^3du$. Because $T_{ii}=0$, it needs three different sites, and each triple appears in six equal orderings:

$$E^{(3)}=\frac1\pi\int_0^\infty\alpha_1\alpha_2\alpha_3\,du\;\mathrm{Tr}(T_{12}T_{23}T_{31}).$$

Let $\mathbf n_1,\mathbf n_2,\mathbf n_3$ be unit vectors along the sides, taken in order around the triangle. Their mutual scalar products are $-\cos\gamma_k$, with $\gamma_k$ the interior angles. Multiplying out the three factors $1-3\mathbf n\mathbf n^{\mathsf T}$, the trace times $(r_{12}r_{23}r_{31})^3$ is

$$3-9+9\sum_k\cos^2\gamma_k+27P,\qquad P=\cos\gamma_1\cos\gamma_2\cos\gamma_3 .$$

The three vectors lie in a plane, so their Gram determinant vanishes: $1-\sum_k\cos^2\gamma_k-2P=0$. Elimination of the sum leaves $3(1+3P)$, and

$$E^{(3)}=C_9\,\frac{1+3P}{(r_{12}r_{23}r_{31})^3},\qquad C_9=\frac3\pi\int_0^\infty\alpha_1\alpha_2\alpha_3\,du,$$

the Axilrod–Teller–Muto energy. Here quadrature gives $C_9=317.2$ Eh $a_0^9$, and $1+3P=1.343$. With $(r_{12}r_{23}r_{31})^2=36\times29\times41=42804\,a_0^6$,

$$E^{(3)}=\frac{317.2\times1.343}{42804^{3/2}}=4.81\times10^{-5}\ \text{Eh}.$$

The full nonadditive energy is $E$ minus the normal-mode energies of the three isolated pairs, which sum to $-0.0032742$ Eh. It is $4.04\times10^{-5}$ Eh. The difference from $E^{(3)}$ comes from three-site terms of fourth and higher order, since isolated pairs have no third-order term.

**Q:** Those are small corrections. When does the $C_6$ sum become poor, and when does your formula itself fail?

**A:** Shrink the triangle by a factor $s$. Then $T$ and $S$ grow as $s^{-3}$. At $s=1$ the lowest eigenvalue of $S$ is $-0.13537$, so stability ends when $1-0.13537/s^3=0$, at $s_c=0.5135$.

At $s=1.05\,s_c$ the softest frequency has dropped to $0.212$ Eh. Both sides of (1) give $-0.1561$ Eh, while $E^{(2)}$, which scales as $s^{-6}$, gives $-0.1330$ Eh. The second-order pair sum now misses about 15% of the full energy. What has failed is the truncation at second order. The largest eigenvalue of $S$ is now 1.09, so the expansion in $T$ diverges here, but the miss does not wait for the divergence: at $s=1.12\,s_c$, where that eigenvalue is 0.90 and the expansion converges, $E^{(2)}$ already misses 7%. At $s=1.05\,s_c$ most of the miss, $0.021$ of $0.023$ Eh, is pair attraction beyond second order. The exact pair energies do much better at this scale: the normal-mode energies of the three isolated pairs sum to $-0.15395$ Eh, only 1.4% short of $E$. That small remainder comes from a cancellation. The triple-dipole term, which scales as $s^{-9}$, is $+0.0125$ Eh here, and the rest of the three-site energy, $-0.0146$ Eh, outweighs it, so the nonadditive energy is $-0.0021$ Eh, opposite in sign to its value at $s=1$.

At $s=0.98\,s_c$ one eigenvalue of $C$ is $-0.0209$ Eh². The potential then falls without limit along that mode, and there is no ground state. In (2) the corresponding zeros have moved onto the imaginary axis, at $u=\pm\sqrt{0.0209}=\pm0.145$ Eh. The contour runs into them, and the real logarithm is lost at the same point as the energy it was to represent.

**Q:** Atoms that close would overlap. Does the proof survive if I damp $T$ at short range?

**A:** Yes, provided the damped $T$ is real, symmetric and independent of frequency, and keeps $1+S$ positive. If it also has no diagonal, (1) still equals the RPA energy (5). The contour argument used nothing else about $T$. The $r^{-6}$ and triple-dipole formulas did use the undamped form, so they would change. If $T$ depended on $u$, (2) would no longer be the characteristic polynomial of one fixed matrix $C$, and this proof would not apply. Nor does the identity show that real atoms are well described by such oscillators: it equates two energies within the model.

All numerical values are calculated from the stated model.
